# Super-Bloch oscillations in a tilted chain with a detuned ac force

## The problem

A particle of mass $m$ hops between neighbouring sites of a long chain with spacing $d$ and hopping energy $J>0$. A uniform force acts on it:

$$F(t)=F_0+F_1\cos(\omega t+\varphi),\qquad F_0>0 .$$

With $|n\rangle$ the state on site $n$, the Hamiltonian is

$$H=-J\sum_n\big(|n\rangle\langle n+1|+|n+1\rangle\langle n|\big)-F(t)\,d\,N,\qquad N=\sum_n n\,|n\rangle\langle n| ,$$

so that positive $x$ points along $F_0$. The Bloch frequency is $\omega_B=F_0d/\hbar$. The drive is slightly detuned from it: $\delta=\omega_B-\omega$ may have either sign, with $0<|\delta|\ll\omega$.

1. Find the equation of motion of the centre of a wave packet.
2. Find the period and the amplitude of its slow motion. Amplitude means half the peak-to-peak excursion.
3. Evaluate both for caesium atoms in a vertical optical lattice, with gravity as $F_0$, $F_1=0.8F_0$ and a drive 1 Hz below the Bloch frequency. The lattice light has a wavelength of 1064 nm, and the lattice is 12 recoil energies deep.

There is one band, and interactions and scattering are left out. Bessel functions are written $\mathcal J_m$, to keep them apart from the hopping energy $J$.

## Hints

**Hint 1.** Use the shift operator $S=\sum_n|n\rangle\langle n+1|$. Find its commutators with $N$ and with the hopping term.

**Hint 2.** The velocity contains the sine of a phase that is itself modulated sinusoidally. Expand it in harmonics of the drive.

**Hint 3.** Look for the harmonic whose frequency nearly cancels $\omega_B$. Integration over time divides each harmonic by its frequency.

## Full solution

### 1. Motion of the centre

From the definitions, $SN=\sum_n(n+1)|n\rangle\langle n+1|$ and $NS=\sum_n n|n\rangle\langle n+1|$. Hence

$$[S,N]=S,\qquad [S^\dagger,N]=-S^\dagger .$$

On an infinite chain $S$ commutes with $S^\dagger$, and so with the hopping term $-J(S+S^\dagger)$. Only the force term changes $\langle S\rangle$:

$$\frac{d\langle S\rangle}{dt}=\frac{i}{\hbar}\langle[H,S]\rangle=-\frac{iF d}{\hbar}\langle[N,S]\rangle=\frac{iF(t)d}{\hbar}\langle S\rangle .$$

Write the initial value as $\langle S\rangle_0=\sum_n\psi_n^*\psi_{n+1}=C\,e^{ik_0d}$ with $C\ge0$. Then

$$\langle S\rangle=C\,e^{i\theta(t)},\qquad \theta(t)=k_0d+\frac{d}{\hbar}\int_0^tF(t')\,dt' .$$

This is the acceleration theorem $\hbar\dot k=F$ with $\theta=kd$. The centre is $x=d\langle N\rangle$, and the force term commutes with $N$, so

$$\dot x=\frac{id}{\hbar}\langle[H,N]\rangle=-\frac{iJd}{\hbar}\langle S-S^\dagger\rangle=\frac{2Jd}{\hbar}\,C\sin\theta(t),$$

because $\langle S-S^\dagger\rangle=2i\,\mathrm{Im}\langle S\rangle$. For $C=1$ this is the group velocity $\hbar^{-1}dE/dk$ of the band $E=-2J\cos kd$. Within this model a packet of finite width obeys the same law, reduced by the nearest-neighbour coherence $C$.

For a Gaussian packet, $\psi_n\propto\exp(-n^2d^2/4\sigma^2+ik_0nd)$, where $\sigma$ is the standard deviation of the density. Since $n^2+(n+1)^2=2(n+\tfrac12)^2+\tfrac12$,

$$\psi_n^*\psi_{n+1}\propto e^{ik_0d}\,e^{-d^2/8\sigma^2}\,e^{-(n+1/2)^2d^2/2\sigma^2}.$$

For $\sigma$ of several $d$, the sum of the last factor over $n$ equals the norm sum to very high accuracy, and

$$C=e^{-d^2/8\sigma^2}.$$

### 2. The slow part

Integrating the force gives

$$\theta(t)=\theta_0+\omega_Bt+K\sin(\omega t+\varphi),\qquad K=\frac{F_1d}{\hbar\omega},\qquad \theta_0=k_0d-K\sin\varphi .$$

The frequency in $K$ is that of the drive, since it comes from integrating the cosine. The term $-K\sin\varphi$ comes from the lower limit of the integral.

The Bessel functions are the coefficients in $e^{(K/2)(s-1/s)}=\sum_m\mathcal J_m(K)s^m$. Setting $s=e^{iu}$ gives $(s-1/s)/2=i\sin u$, so

$$e^{iK\sin u}=\sum_{m=-\infty}^{\infty}\mathcal J_m(K)\,e^{imu}.$$

Put $u=\omega t+\varphi$, multiply by $e^{i(\theta_0+\omega_Bt)}$ and take the imaginary part:

$$\dot x=\frac{2JdC}{\hbar}\sum_m\mathcal J_m(K)\sin\big[\theta_0+m\varphi+(\omega_B+m\omega)t\big].$$

The frequencies are $\omega_B+m\omega=\delta+(m+1)\omega$. Only $m=-1$ is slow. The generating function is unchanged under $s\to-1/s$, which gives $\mathcal J_{-m}=(-1)^m\mathcal J_m$ and in particular $\mathcal J_{-1}=-\mathcal J_1$. Therefore

$$\dot x_{\rm slow}=-\frac{2JdC}{\hbar}\,\mathcal J_1(K)\sin(\delta t+\chi),\qquad \chi=\theta_0-\varphi .$$

The integral of $\sin(\delta t+\chi)$ is $-\cos(\delta t+\chi)/\delta$, so the two minus signs cancel:

$$x_{\rm slow}(t)-x_{\rm slow}(0)=\frac{2JdC}{\hbar\delta}\,\mathcal J_1(K)\big[\cos(\delta t+\chi)-\cos\chi\big].$$

The period and the amplitude are

$$\boxed{T=\frac{2\pi}{|\delta|},\qquad A=\frac{2JdC\,|\mathcal J_1(K)|}{\hbar|\delta|}}$$

The phase $\chi$ decides where on the cycle the motion starts, but not how large it is.

The physical picture is stroboscopic. Without the drive, each Bloch cycle returns the particle to its start. The drive makes the two halves of the cycle unequal, which in general leaves a net step. The detuning slowly turns the phase between drive and Bloch cycle, so the steps add up in one direction and later reverse.

**Limits.** For weak driving $\mathcal J_1(K)\approx K/2$, and the amplitude is linear in $F_1$. At stronger driving it is not, and it vanishes at the zeros of $\mathcal J_1$, the first positive one being $K=3.8317$.

The other harmonics form a fast ripple with amplitudes $2JdC|\mathcal J_m(K)|/(\hbar|\omega_B+m\omega|)$, whose sum bounds it. Relative to $A$ the ripple is at most of order $|\delta|/(\omega|\mathcal J_1(K)|)$, so it is small unless $\mathcal J_1(K)$ is close to zero. When $|\delta|$ is comparable to $\omega$, the separation into slow and fast parts fails.

**Check against the Schrödinger equation.** The lattice equation was propagated with $\hbar=d=J=1$, $\omega_B=20$ and $\sigma=4$. For $K=0.8$ and $\delta=\pm0.4$, the slow amplitude was 1.82986, equal to the formula to the digits shown. At $K=3.8317$ it was zero to five decimals.

### 3. Caesium in a vertical lattice

Light of 1064 nm gives $d=532$ nm. The lattice is 12 recoil energies deep, where the recoil energy is $E_R=h^2/(2m\lambda^2)$ and $\lambda$ is the wavelength of the light. A plane-wave band calculation gives $J=0.01225\,E_R$, or $J/h=16.247$ Hz. Going from 9 to 15 plane waves shifts $J$ by a relative $1.8\times10^{-6}$.

The Bloch frequency is $\nu_B=mgd/h=1737.67$ Hz, so the drive is at $\nu=1736.67$ Hz. Then

$$K=0.8\times\frac{1737.67}{1736.67}=0.80046,\qquad \mathcal J_1(K)=0.36902 .$$

The linear estimate $K/2=0.40023$ would be about 8% too large. With $\delta=2\pi\Delta\nu$ we have $\hbar\delta=h\,\Delta\nu$. For $C=1$,

$$T=\frac1{\Delta\nu}=1\ \text{s},\qquad A=\frac{2(J/h)\,d\,\mathcal J_1(K)}{\Delta\nu}=\frac{2\times16.247\times0.532\times0.36902}{1}\ \mu\text{m}=6.38\ \mu\text{m}.$$

The peak-to-peak excursion is 12.76 µm, or 24 lattice spacings. Direct integration of the velocity, averaged over one drive period, gives the same span and a period of 1.0000 s.

Without the drive the Bloch amplitude is $2J/F_0=9.95$ nm. The ratio is $\mathcal J_1(K)\,\nu_B/\Delta\nu=641$. The fast ripple is 9.94 nm, below its bound of 11.34 nm.

For $k_0=0$ and $\varphi=0$ we have $\chi=0$, and the slow motion starts at a turning point. As $\delta>0$, it first goes towards negative $x$, which is upward, against gravity. The atom itself begins by falling, because during the first Bloch cycles the fast ripple is larger than the slow displacement. With the drive above the Bloch frequency, the prefactor $1/\delta$ changes sign and the slow motion first goes down.

### The model beside a real lattice

Cold atoms in optical lattices are a real setting for this motion; the depth and wavelength used here are chosen for illustration. The one-band assumption is the first to check. A lowest-band Bloch state with $k_0=0$, propagated with nine plane waves after a sudden start of the force, moves by about $-13.8$ µm in half a period, 8% more than the one-band value. This figure needs care. The nine waves form a closed basis, in which an atom that escapes at high momentum re-enters at the opposite end, so the calculation can neither show tunnelling loss nor give the true mean displacement.

If escaping atoms are allowed to leave the basis, those that stay bound have an amplitude of about 6.7 µm, some 5% above the one-band value. The sudden start frees about 0.2% of the atoms, which then fall away. They must be left out when the centre of the cloud is measured, since even so few would dominate the mean position. Switching the force on smoothly over 2 to 20 Bloch periods lowers this early loss to less than 0.001%. The later loss from the bound state is about 0.01% in half a period. These atoms must be left out too: falling freely, they would shift the mean position by more than the slow motion itself. The mechanism behind the 5% shift was not investigated.

Other effects depend on preparation:

- A packet with $\sigma=5$ µm has $C=0.9986$. For a gas whose thermal momenta become quasimomenta unchanged, averaging $e^{ikd}$ over a Gaussian of variance $mk_BT_g/\hbar^2$ gives the factor $e^{-mk_BT_gd^2/2\hbar^2}$. At a gas temperature $T_g=1$ nK it is 0.962.
- A relative force error of $5.8\times10^{-5}$ shifts $\delta$ by 10%, and hence the period and the amplitude by about as much. A residual 1 Hz trap changes the Bloch frequency by 0.089 Hz across the excursion.
- For a scattering length of one Bohr radius and a uniform density of $10^{13}$ cm$^{-3}$, the mean-field energy is $h\times0.51$ Hz. At the same mean density, the bunching of atoms at the lattice sites roughly doubles it. It is then comparable to $h\,\Delta\nu$, so interactions cannot be dismissed on size alone. A uniform mean field exerts no force, but one that varies in space does, and this depends on the density profile. The effect of interactions on the motion was not computed.

Light scattering and drive noise are not included.

## Variation 1: drive on resonance

*What happens when $\delta\to0$?* At fixed $t$,

$$\frac{\cos(\delta t+\chi)-\cos\chi}{\delta}\to-t\sin\chi,$$

because the left side becomes the derivative of $\cos(\delta t+\chi)$ with respect to $\delta$ at $\delta=0$. Hence

$$x_{\rm slow}(t)-x_{\rm slow}(0)=-\frac{2JdC}{\hbar}\,\mathcal J_1(K)\,\sin\chi\;t .$$

The oscillation becomes a steady drift whose direction is set by the phase. For $\chi=0$ there is no drift. With $K$ held at the example's value and $C=1$, the largest speed is $2\pi A\,\Delta\nu=2\pi\times6.38\ \mu\text{m}\times1\ \text{Hz}\approx40$ µm/s. It is reached along $F_0$ for $\varphi=0$, $k_0d=-\pi/2$. A slightly detuned drive looks like this as long as $|\delta|t$ is small compared with both 1 and $|\tan\chi|$.

## Variation 2: hopping to next-nearest neighbours

*Add $-J'(S^2+S^{\dagger2})$ to $H$. What changes?* From $[S,N]=S$ follows $[S^2,N]=2S^2$. The force now turns $\langle S^2\rangle$ at twice the rate, so $\langle S^2\rangle=C_2e^{2i\theta}$, with a constant $C_2$ that is real for the Gaussian packet used above. For the Gaussian packet, $n^2+(n+2)^2=2(n+1)^2+2$ gives $C_2=e^{-d^2/2\sigma^2}$. The extra velocity is

$$\dot x'=\frac{4J'dC_2}{\hbar}\sin2\theta .$$

The modulation depth in $2\theta$ is $2K$, and the slow term is now $m=-2$, with $\mathcal J_{-2}=\mathcal J_2$. Integration gives

$$x'_{\rm slow}=\text{const}-\frac{2J'dC_2}{\hbar\delta}\,\mathcal J_2(2K)\cos(2\delta t+2\chi).$$

The same lattice propagation, with $J'=0.1J$, confirmed this term and the main one, phases included, to $1.3\times10^{-7}$ of a lattice spacing.

In the caesium example the amplitude of this second harmonic is 0.5% of $A$. For $\chi=0$ it has the same value at $t=0$ and $t=T/2$, so it adds nothing to the half-period displacement. Next-nearest hopping therefore does not explain the 5% found above.

## Numbers as computed

```
Lattice Schroedinger test, hbar = d = J = 1, Bloch frequency 20
  K 0.8000, delta +0.4: amplitude 1.82986, formula 1.82986
  K 0.8000, delta -0.4: amplitude 1.82986, formula 1.82986
  K 1.8400, delta +0.4: amplitude 2.88668, formula 2.88668
  K 3.8317, delta +0.4: amplitude 0.00000, formula 0.00000
  largest error of slow components: 1.3e-07
Caesium example, inputs
  mass 132.905 u, g 9.80665 m/s2
  lattice light 1064 nm, spacing 532 nm
  depth 12 recoil energies, F1/F0 0.80
  detuning 1.00 Hz
Intermediate values
  recoil energy / h: 1326.0 Hz
  Bloch frequency: 1737.67 Hz
  drive frequency: 1736.67 Hz
  hopping J: 0.01225 recoil energies
  hopping J / h: 16.247 Hz
  relative shift of J, 9 to 15 plane waves: 1.8e-06
  gap at zone edge: 5.304 recoil energies
  K: 0.80046, J_1(K): 0.36902, K/2: 0.40023
Results
  period, formula: 1.0000 s
  period, integrated velocity: 1.0000 s
  amplitude, formula: 6.379 um
  peak to peak, formula: 12.758 um
  peak to peak, integrated velocity: 12.758 um
  peak to peak in lattice spacings: 23.98
  ordinary Bloch amplitude: 9.95 nm
  magnification: 641.2
  ripple amplitude: 9.94 nm
  ripple bound: 11.34 nm
Neglected effects
  all-band displacement in half a period: -13.808 um
  its change from one-band formula: +8.23 %
  its change on halving the time step: 0.381 %
  lowest-band population, first 10 Bloch periods: 0.99669
  lowest-band population, last 10 Bloch periods: 0.99667
  next-nearest-hopping share of amplitude: 0.493 %
  contrast, packet sigma 5 um: 0.99859
  contrast, 1 nK spread: 0.9620
  Bloch shift over 2A, 1 Hz trap: 0.0892 Hz
  force error shifting delta by 10 %: 5.75e-05
  mean field / h, 1 Bohr radius, 1e+13 cm-3: 0.506 Hz
```
